# Recursion relations for radial moments of Dirac–Coulomb bound states, part 1

(Sections cited here and not found follow in the second part.)

The first-order Zeeman shift, the dipole hyperfine shift and the mean radius of a heavy one-electron ion are radial integrals of a power $r^p$ against $P^2+Q^2$, $P^2-Q^2$ or $PQ$. Computed from the wavefunction, each is a separate double sum of Gamma functions for every $p$ and every state. Kramers' relation for Schrödinger hydrogen cannot stand in for these sums at large $Z$: for a point nucleus $\langle r^{-2}\rangle_{1s}$ of Tl$^{80+}$ is about twice its nonrelativistic value, and the $1s$ hyperfine integral grows by the same factor. A Dirac recursion needs two precautions. Among the operators $r^sS$ with a constant matrix $S$ only one has a commutator with $H$ that carries information, so within this set anticommutators are needed as well. And a recursion continued to negative powers without regard to its range of validity returns finite values for divergent integrals, such as a negative number for $\langle r^{-3}\rangle_{1s}$ of Tl$^{80+}$.

## Setting

Units are $\hbar=m=c=1$: energies in $mc^2$, lengths in $L=\hbar/mc=\alpha a_0$. The nucleus is a point of infinite mass, $V=-\mu/r$, $\mu=Z\alpha$, $0<\mu<|\kappa|$, and $\gamma=\sqrt{\kappa^2-\mu^2}$. The Hamiltonian is $\boldsymbol\alpha\cdot\mathbf p+\beta+V$, the energy $\varepsilon$ includes the rest mass, and $\lambda=\sqrt{1-\varepsilon^2}$. A state is the four-spinor $(P\chi_{\kappa m},\,iQ\chi_{-\kappa m})/r$ with real $P,Q$, where $\kappa=-l-1$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$. The operator $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with $\mathbf J$, is odd under parity and squares to one, so it maps $\chi_\kappa$ to a phase times $\chi_{-\kappa}$; the phases are chosen so that $\sigma_r\chi_{\pm\kappa}=-\chi_{\mp\kappa}$.

**Lemma 1.** On $\psi=(P,Q)^T$, with $J=i\sigma_y=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$,
$$H=\sigma_z+V-J\frac{d}{dr}+\frac{\kappa}{r}\sigma_x,\qquad \beta=\sigma_z,\qquad \alpha_r=\sigma_y .$$

*Proof.* From $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\frac34$ follows $\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(1+\kappa)\chi_\kappa$. Multiplying $(\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)=\mathbf r\cdot\mathbf p+i\boldsymbol\sigma\cdot\mathbf L$ by $\sigma_r/r$ gives $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$. Hence $\boldsymbol\sigma\cdot\mathbf p\,(P\chi_\kappa/r)=i(P'+\kappa P/r)\chi_{-\kappa}/r$ and, with $\kappa\to-\kappa$, $\boldsymbol\sigma\cdot\mathbf p\,(iQ\chi_{-\kappa}/r)=(-Q'+\kappa Q/r)\chi_\kappa/r$. These are the off-diagonal entries of $H$. The operator $\alpha_r$ exchanges the components and applies $\sigma_r$, sending $(P,Q)$ to $(-iQ,iP)=\sigma_y\psi$. ∎

The equation $H\psi=\varepsilon\psi$ reads $P'=-\kappa P/r+(\varepsilon+1+\mu/r)Q$, $Q'=\kappa Q/r-(\varepsilon-1+\mu/r)P$.

**Lemma 2.** The bound states with finite $\langle1/r\rangle$ have $\varepsilon=\nu/N$, $\lambda=\mu/N$, with $\nu=n_r+\gamma$, $N^2=\nu^2+\mu^2$, $n_r=n-|\kappa|=0,1,\dots$ ($n_r=0$ requires $\kappa<0$), and $\psi=r^\gamma e^{-\lambda r}\times$ polynomials of degree $n_r$.

*Proof.* Insert $\psi=r^\gamma e^{-\lambda r}\sum_k(a_k,b_k)^Tr^k$, set $w_k=\lambda a_k+(1+\varepsilon)b_k$ and $t=\lambda/(1+\varepsilon)$, so that $t\lambda=1-\varepsilon$. The power $r^{\gamma+k-1}$ gives
$$(\gamma+k+\kappa)a_k-\mu b_k=w_{k-1},\qquad \mu a_k+(\gamma+k-\kappa)b_k=t\,w_{k-1}.$$
The determinant is $(\gamma+k)^2-\kappa^2+\mu^2=k(k+2\gamma)$. It vanishes at $k=0$, allowing $a_0=\mu$, $b_0=\gamma+\kappa$; the other root $r^{-\gamma}$ makes $\langle1/r\rangle$ diverge. For $k\ge1$ Cramer's rule gives $a_k,b_k=w_{k-1}\{\gamma+k-\kappa+\mu t,\ (\gamma+k+\kappa)t-\mu\}/[k(k+2\gamma)]$, so
$$w_k=\frac{2[\lambda(k+\gamma)-\mu\varepsilon]}{k(k+2\gamma)}\,w_{k-1}.$$
If no $w_k$ vanishes, $w_k/w_{k-1}\to2\lambda/k$ and the series grows like $e^{2\lambda r}$. If $w_{n_r}=0$ it ends at degree $n_r$. For $n_r\ge1$ this means $\lambda\nu=\mu\varepsilon$, which with $\lambda^2+\varepsilon^2=1$ is the claim. For $n_r=0$, $\mu t=-(\gamma+\kappa)$ needs $\kappa<0$; dividing its square by $\mu^2=(|\kappa|-\gamma)(|\kappa|+\gamma)$ gives $t^2=(|\kappa|-\gamma)/(|\kappa|+\gamma)$, and $t^2=(1-\varepsilon)/(1+\varepsilon)$ gives $\varepsilon=\gamma/|\kappa|$, the same formula with $N=|\kappa|$. ∎

Define
$$A_p=\int_0^\infty r^p(P^2+Q^2)\,dr,\quad B_p=\int_0^\infty r^p(P^2-Q^2)\,dr,\quad C_p=2\int_0^\infty r^pPQ\,dr,$$
the expectation values of $r^p$, $\beta r^p$ and $i\beta\alpha_rr^p=\sigma_xr^p$, with $A_0=1$, and $u_p=A_p-\varepsilon B_p$, $v_p=\varepsilon A_p-B_p$. Since the integrands behave as $r^{p+2\gamma}$ at the origin, the moments exist for $p>-1-2\gamma$, and $A_p$ diverges otherwise.

## The theorem

**Theorem.** Let $\psi$ be a bound state of Lemma 2, $p>-1-2\gamma$ real, $s=p+1$.

(a) The moments obey
$$sA_p-2\kappa B_p+2C_{p+1}=0,\tag{I}$$
$$sB_p-2\kappa A_p+2\mu C_p+2\varepsilon C_{p+1}=0,\tag{II}$$
$$sC_p-2\mu B_p+2u_{p+1}=0.\tag{III}$$

(b) Upward, for $p\ne-2$:
$$C_{p+1}=\kappa B_p-\tfrac s2A_p,\quad u_{p+1}=\mu B_p-\tfrac s2C_p,\quad v_{p+1}=\tfrac{s}{s+1}(\kappa C_p-\mu A_p),$$
and on every level $A=(u-\varepsilon v)/\lambda^2$, $B=(\varepsilon u-v)/\lambda^2$.

(c) Downward, with primes for level $p+1$ and $\Delta=s(s^2-4\gamma^2)\neq0$:
$$\Delta A_p=8\kappa\mu u'-2(s^2+4\mu^2+2\kappa\varepsilon s)C',$$
$$\Delta B_p=s[4\mu u'-(4\kappa+2\varepsilon s)C'],$$
$$\Delta C_p=-2(s^2-4\kappa^2)u'-4\mu(2\kappa+\varepsilon s)C'.$$

(d) Given $\varepsilon$, the normalization $A_0=1$ fixes $B_0=\varepsilon$, $C_0=\kappa\lambda^2/\mu$, $B_{-1}=\lambda^2/\mu$ and all moments of integer $p>0$. Relations (I)–(III) leave $A_{-1}$ free; its value determines $C_{-1}$ and all existing moments of integer $p\le-2$.

(e) The seed is $A_{-1}=\lambda^3/\gamma+\varepsilon\lambda^2/\mu$, that is $u_{-1}=\lambda^3/\gamma$.

"All integer moments" thus means all integers above $-1-2\gamma$, and "one seed" means one number beyond the energy and the normalization.

## Hypervirial lemmas

**Lemma 3.** For $O=r^sS$ with a constant matrix $S$ and $s+2\gamma>0$, $\langle O(H-\varepsilon)\rangle=\langle(H-\varepsilon)O\rangle=0$, so $\langle[H,O]\rangle=\langle\{H-\varepsilon,O\}\rangle=0$.

*Proof.* The first average vanishes because $(H-\varepsilon)\psi=0$. For the second put $\phi=O\psi$. The non-derivative part of $H$ is a symmetric matrix, and $-\psi^TJ\phi'=-(\psi^TJ\phi)'+\psi'^TJ\phi=-(\psi^TJ\phi)'+(-J\psi')^T\phi$ because $J^T=-J$. So $\int\psi^T(H-\varepsilon)\phi\,dr=-[\psi^TJ\phi]_0^\infty$, which decays exponentially at infinity and as $r^{s+2\gamma}$ at the origin. ∎

**Lemma 4.** For any potential $V(r)$ and weight $w(r)$,
$$[H,wJ]=w'+2w\sigma_x-2\kappa w\sigma_z/r,$$
$$\{H-\varepsilon,w\sigma_x\}=2\kappa w/r+2(V-\varepsilon)w\sigma_x-w'\sigma_z,$$
$$\{H-\varepsilon,w\sigma_z\}=2w+2(V-\varepsilon)w\sigma_z+w'\sigma_x .$$
For $S=1,\sigma_x,\sigma_z$ and any real $\psi$, $\psi^T[H,wS]\psi=-(w\,\psi^TJS\psi)'$.

*Proof.* Matrix multiplication gives $J^2=-1$, $\sigma_zJ=-J\sigma_z=\sigma_x$, $J\sigma_x=-\sigma_xJ=\sigma_z$. Write $d=d/dr$, $dw=wd+w'$. First line: $[\sigma_z,J]=2\sigma_x$, $[\sigma_x,J]=-2\sigma_z$, $V$ commutes, and $[-Jd,wJ]=-J^2[d,w]=w'$. For $S=\sigma_x,\sigma_z$, which anticommute with $J$, $\{-Jd,wS\}=-JS\,dw-SJ\,wd=-JS\,w'$; this is $-\sigma_zw'$ for $\sigma_x$ and $+\sigma_xw'$ for $\sigma_z$. The remaining terms follow from $\{\sigma_x,\sigma_z\}=0$ and $\sigma_x^2=\sigma_z^2=1$. For the last statement, the commutator of two symmetric matrices is antisymmetric and drops out of the quadratic form, leaving $-\psi^TJ(wS\psi)'+w\psi^TSJ\psi'$. Transposing, $\psi^TSJ\psi'=-\psi'^TJS\psi$, and the two terms form the stated derivative. ∎

*Remark 1.* The matrices $1,\sigma_x,\sigma_z,J$ span the $2\times2$ matrices. By the last statement, the commutators with the first three average to a surface term whether or not $\psi$ is an eigenstate, and carry no information. Among multiplicative operators the commutator therefore yields one relation, from $wJ=iw\alpha_r$; the two relations that contain $\varepsilon$ come from anticommutators with $H-\varepsilon$.

## Proof of the theorem

(a) Put $w=r^s$, $V=-\mu/r$ in Lemma 4 and average with Lemma 3, whose condition is $p>-1-2\gamma$. The three lines give $sA_p+2C_{p+1}-2\kappa B_p=0$, $2\kappa A_p-2\mu C_p-2\varepsilon C_{p+1}-sB_p=0$ and $2A_{p+1}-2\mu B_p-2\varepsilon B_{p+1}+sC_p=0$. The system closes because $Vr^s$ is again a power of $r$; for an extended nucleus Lemma 4 holds but the averages of $Vw$ are new unknowns.

(b) Level $p+1$ enters (I)–(III) through $C_{p+1}$ and $u_{p+1}$ alone, so a third equation is needed. Subtracting $\varepsilon\times$(I) from (II) removes $C_{p+1}$: $s(B_p-\varepsilon A_p)-2\kappa(A_p-\varepsilon B_p)+2\mu C_p=0$, or
$$2\mu C_p=2\kappa u_p+(p+1)v_p.\tag{IV}$$
Each level has two independent moments. Apply (IV) on level $p+1$ and insert (I) and (III):
$$(s+1)v_{p+1}=\mu(2\kappa B_p-sA_p)-\kappa(2\mu B_p-sC_p)=s(\kappa C_p-\mu A_p).$$
For $s\neq-1$ this gives $v_{p+1}$. The definitions give $u-\varepsilon v=\lambda^2A$ and $\varepsilon u-v=\lambda^2B$. For $s=-1$ the left side vanishes and leaves $\kappa C_{-2}=\mu A_{-2}$ when $\gamma>\frac12$.

(c) As equations for level $p$, (I)–(III) read
$$\begin{pmatrix}s&-2\kappa&0\\-2\kappa&s&2\mu\\0&-2\mu&s\end{pmatrix}\begin{pmatrix}A_p\\B_p\\C_p\end{pmatrix}=-2\begin{pmatrix}C'\\\varepsilon C'\\u'\end{pmatrix}.$$
The determinant is $s(s^2+4\mu^2)-4\kappa^2s=\Delta$, and the adjugate has rows $(s^2+4\mu^2,\,2\kappa s,\,-4\kappa\mu)$, $(2\kappa s,\,s^2,\,-2\mu s)$, $(4\kappa\mu,\,2\mu s,\,s^2-4\kappa^2)$. Multiplying each row into the right side gives (c).

(d) Since $\gamma>0$, $p=-1$ is allowed. At $s=0$, (I) gives $C_0=\kappa B_{-1}$, (III) gives $u_0=\mu B_{-1}$, and (II) gives $\mu C_{-1}=\kappa A_{-1}-\varepsilon C_0=\kappa u_{-1}$. The first two imply $\mu C_0=\kappa u_0$, so (IV) at $p=0$ reduces to $v_0=0$, which is the virial theorem $B_0=\langle\beta\rangle=\varepsilon$. Then $u_0=\lambda^2$, $B_{-1}=\lambda^2/\mu$, $C_0=\kappa\lambda^2/\mu$, and (b) climbs from level 0. For allowed integer $p\le-2$, $-2\gamma<s<0$, so $\Delta>0$ and (c) descends from level $-1$, which it sees through $u_{-1}$ and $C_{-1}=\kappa u_{-1}/\mu$. All these moments are proportional to $u_{-1}$. That $A_{-1}$ is free is shown by a second solution of the linear system: zero on all levels $p\ge0$, $(A,B,C)_{-1}=(1,0,\kappa/\mu)$, lower levels from (c). It satisfies the relations at $s=0$, where (I) and (III) read $0=0$ and (II) reads $-2\kappa+2\kappa=0$, and may be added to any solution without changing $A_0$. The solution space is two-dimensional, with coordinates $A_0$ and $A_{-1}$.

(e) The radial problem and Lemma 2 hold for real $\kappa$. Let $\tau$ be $\mu$ or $\kappa$ at fixed $n_r$. Differentiating the eigenvalue equation gives $(H-\varepsilon)\partial_\tau\psi=(\partial_\tau\varepsilon-\partial_\tau H)\psi$. Multiply by $\psi^T$ and integrate; as in Lemma 3 the left side is $-[\psi^TJ\partial_\tau\psi]$, at most of order $r^{2\gamma}\ln r$ at the origin, so $\partial_\tau\varepsilon=\langle\partial_\tau H\rangle$ (Hellmann–Feynman). With $\partial_\mu H=-1/r$ and $\partial_\kappa H=\sigma_x/r$, $A_{-1}=-\partial_\mu\varepsilon$ and $C_{-1}=\partial_\kappa\varepsilon$. For $\varepsilon=\nu/\sqrt{\nu^2+\mu^2}$ the partial derivatives are $\mu^2/N^3$ in $\nu$ and $-\nu\mu/N^3$ in $\mu$, while $\partial_\mu\gamma=-\mu/\gamma$, $\partial_\kappa\gamma=\kappa/\gamma$. Therefore
$$A_{-1}=\frac{\mu^3}{\gamma N^3}+\frac{\nu\mu}{N^3}=\frac{\lambda^3}{\gamma}+\frac{\varepsilon\lambda^2}{\mu},\qquad C_{-1}=\frac{\kappa\lambda^3}{\mu\gamma}.$$
The two results satisfy $\mu C_{-1}=\kappa u_{-1}$, as (d) requires. ∎

**Corollary.** One step up, $C_1=\kappa\varepsilon-\frac12$, $u_1=\mu\varepsilon-\kappa\lambda^2/2\mu$, $v_1=\kappa^2\lambda^2/2\mu-\mu/2$, so
$$A_1=\frac{3\mu\varepsilon}{2\lambda^2}-\frac{\kappa(1+\kappa\varepsilon)}{2\mu}.$$
One step down, for $\gamma>\frac12$: $s=-1$, $\Delta=4\gamma^2-1$, and $\Delta A_{-2}=u_{-1}[8\kappa\mu-2\kappa/\mu-8\kappa\mu+4\kappa^2\varepsilon/\mu]$, so
$$C_{-2}=\frac{\mu}{\kappa}A_{-2}=\frac{2\lambda^3(2\kappa\varepsilon-1)}{\gamma(4\gamma^2-1)}.$$

The recursion relations are now proved for all moments with $p>-1-2\gamma$, and the energy, the normalization and the seed $A_{-1}$ fix every such moment of integer $p$. What remains is the behaviour below the threshold, the nonrelativistic limit, the magnetic observables, and a worked example for Tl$^{80+}$ with numerical tests.
